\section*{Fractional spin and the restricted dissociation limit of H2}

\section*{Setting}

Two protons $A$ and $B$ are held a distance $R$ apart and share two electrons. A restricted Kohn--Sham calculation places both electrons in one orbital $\varphi$ of gerade symmetry. The problem is to find where its energy goes as $R\to\infty$, and what the answer says about the functional.

Hartree atomic units are used. For spin densities $n_\uparrow,n_\downarrow$ with sum $n$,
\begin{equation}
E=T_s+\int v\,n\,d^3r+J[n]+E_{xc}[n_\uparrow,n_\downarrow],\qquad
J[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\label{eq:E}
\end{equation}
plus $1/R$ for the molecule. Let $e(p,q)$ be the minimum of $E$ for a single proton with $p$ up and $q$ down electrons, $0\le p,q\le1$, and one orbital per spin. When $p=q$, both spins use the same orbital. An orbital $a$ with occupation $p$ has density $pa^2$ and kinetic energy $\frac p2\int|\nabla a|^2d^3r$.

Three assumptions are made.
\begin{enumerate}
\item Additivity: if $n_\sigma=n_\sigma^A+n_\sigma^B$ and the two parts move infinitely far apart, then $E_{xc}[n_\uparrow,n_\downarrow]-E_{xc}[n^A_\uparrow,n^A_\downarrow]-E_{xc}[n^B_\uparrow,n^B_\downarrow]\to0$. This is the meaning given here to ``size-consistent'', and it must hold for fragments with fractional spin.
\item The molecular orbital is real and gerade, so $n_\uparrow=n_\downarrow=\varphi^2$.
\item The electrons stay bound: the density decays exponentially away from the nuclei, uniformly in $R$. The minimizing atom with half an electron of each spin is bound as well.
\end{enumerate}

\section*{(a) Cutting the molecule in two}

\textbf{Question.} Divide the molecular density into a part at $A$ and a part at $B$. How many electrons of each spin does each part hold, and how is the kinetic energy shared?

\textbf{Solution.} Put the origin at the midpoint and the nuclei at $z=\mp R/2$. Let $\theta(z)$ rise smoothly from $0$ on the side of $A$ to $\pi/2$ on the side of $B$, within a central strip whose width is a fixed small fraction of $R$, with $\theta(-z)=\pi/2-\theta(z)$. Define
\begin{equation}
\chi_A=\cos\theta,\qquad \chi_B=\sin\theta,\qquad \chi_A^2+\chi_B^2=1 .
\end{equation}
Then $\varphi^2=(\chi_A\varphi)^2+(\chi_B\varphi)^2$. Inversion exchanges $\chi_A$ and $\chi_B$ and leaves $\varphi^2$ unchanged, so the two parts have equal integrals. Since $\int\varphi^2d^3r=1$ for each spin,
\begin{equation}
\int(\chi_A\varphi)^2d^3r=\int(\chi_B\varphi)^2d^3r=\tfrac12 .
\end{equation}
Each fragment is a neutral atom with half an up electron and half a down electron.

For the kinetic energy, expand
\begin{equation}
|\nabla(\chi_i\varphi)|^2=\chi_i^2|\nabla\varphi|^2+\varphi^2|\nabla\chi_i|^2+2\varphi\,\chi_i\nabla\chi_i\cdot\nabla\varphi .
\end{equation}
Summed over $i=A,B$, the last term vanishes because $\sum_i\chi_i\nabla\chi_i=\frac12\nabla\sum_i\chi_i^2=0$. Also $\sum_i|\nabla\chi_i|^2=\theta'^2$. The molecule has two electrons in $\varphi$, so $T_s=2\cdot\frac12\int|\nabla\varphi|^2d^3r$ and
\begin{equation}
T_s=\sum_{i=A,B}\int|\nabla(\chi_i\varphi)|^2d^3r-\int\theta'^2\varphi^2d^3r .
\label{eq:ims}
\end{equation}
Each term of the sum is the kinetic energy of one fragment, since each of its two spins contributes $\frac12\int|\nabla(\chi_i\varphi)|^2d^3r$. The slope $\theta'$ is of order $1/R$, so the correction is at most of order $1/R^2$ and vanishes in the limit.

\section*{(b) Interactions between the fragments}

\textbf{Question.} Which interaction terms survive at large $R$? Treat a functional containing a fraction $\alpha$ of exact exchange, with the rest semilocal.

\textbf{Solution.} The electrostatic terms that couple the fragments are the attraction of each electron cloud to the other nucleus, the repulsion of the clouds, and the repulsion of the nuclei. Each cloud holds one electron in total, so their leading parts are
\begin{equation}
-\frac1R-\frac1R+\frac1R+\frac1R=0 .
\end{equation}
Each term would vanish separately as $R\to\infty$; neutrality also removes the $1/R$ tail.

With one orbital per spin, exact exchange is
\begin{equation}
E_x=-\frac12\sum_\sigma\iint\frac{n_\sigma(\mathbf r)n_\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\label{eq:ex}
\end{equation}
This also holds at fractional occupation, where the density matrix is $p\,a(\mathbf r)a(\mathbf r')$ and its square is $n_\sigma(\mathbf r)n_\sigma(\mathbf r')$. Inserting $n_\sigma=n_\sigma^A+n_\sigma^B$ gives the two fragment energies and two equal cross terms:
\begin{equation}
-\frac{\alpha}{2}\sum_\sigma 2\cdot\frac{\frac12\cdot\frac12}{R}=-\frac{\alpha}{2R}.
\label{eq:tail}
\end{equation}
Exact exchange is therefore additive in the limit, but approaches it slowly. A semilocal energy density depends on the density and its derivatives at one point, so it couples the fragments directly only where their exponentially small tails overlap.

\section*{(c) The limit}

\textbf{Question.} Find $\lim_{R\to\infty}E_R$, where $E_R$ is the restricted molecular energy.

\textbf{Solution.} For a lower bound, cut the minimizing molecular orbital as in (a). By \eqref{eq:ims}, the result of (b) and additivity, $E_R$ equals the sum of the two fragment energies up to terms that vanish. Each fragment is an admissible atom with half an electron of each spin, so its energy is at least $e(\frac12,\frac12)$:
\begin{equation}
E_R\ge 2e(\tfrac12,\tfrac12)-o(1).
\end{equation}

For an upper bound, let $a$ be the normalized orbital that minimizes the half-spin atom at $A$, and $b$ its mirror image at $B$. Use the normalized gerade trial orbital
\begin{equation}
\varphi_t=\sqrt{\tfrac12(a^2+b^2)} .
\end{equation}
Its density per spin is the sum of $a^2/2$ and $b^2/2$, with no interference term. Its gradient is $\nabla\varphi_t=(a\nabla a+b\nabla b)/(2\varphi_t)$, and the Cauchy--Schwarz inequality gives
\begin{equation}
|\nabla\varphi_t|^2=\frac{|a\nabla a+b\nabla b|^2}{2(a^2+b^2)}\le\tfrac12\left(|\nabla a|^2+|\nabla b|^2\right).
\end{equation}
The integral of the left side is the molecular $T_s$. The integral of the right side is the kinetic energy of two half-spin atoms, each contributing $2\cdot\frac12\cdot\frac12\int|\nabla a|^2d^3r$. The other terms are additive in the limit, so $E_R\le2e(\frac12,\frac12)+o(1)$. The two bounds meet:
\begin{equation}
\boxed{\lim_{R\to\infty}E_R=2\,e(\tfrac12,\tfrac12)}
\label{eq:main}
\end{equation}

Gerade symmetry fixed the equal division of charge. Without it, a restricted calculation could move charge from one atom to the other. For the four methods of part (h), moving $0.1$ electron between the atoms raises the summed atomic energy by $0.002$ to $0.004$ hartree, so the symmetric division is stable against that transfer.

\section*{(d) Defining the static correlation error}

\textbf{Question.} Compare \eqref{eq:main} with two ordinary, spin-polarized atoms. Which part of the error at dissociation should be assigned to fractional spin?

\textbf{Solution.} If the restriction is lifted, the up electron can sit at $A$ and the down electron at $B$. Additivity then gives the energy $2e(1,0)$, since $e(0,1)=e(1,0)$ without a magnetic field. The same functional thus gives two energies for two distant hydrogen atoms, according to how spin is distributed. Their difference is the static correlation error,
\begin{equation}
\Delta=2\left[e(\tfrac12,\tfrac12)-e(1,0)\right].
\label{eq:delta}
\end{equation}
Let $E_H$ be the true atomic energy. Adding and subtracting $2e(1,0)$ splits the total error:
\begin{equation}
\lim_{R\to\infty}E_R-2E_H=\Delta+2\left[e(1,0)-E_H\right].
\label{eq:split}
\end{equation}
The last bracket is the error for one ordinary electron. It is present without any spin degeneracy and does not belong to $\Delta$.

\section*{(e) The exact functional}

\textbf{Question.} What is $\Delta$ for the exact functional?

\textbf{Solution.} For fractional spins the exact functional is defined by a search over ensembles. Take the degenerate ground states $|\!\uparrow\rangle$ and $|\!\downarrow\rangle$ of the atom and mix them with weights $p$ and $1-p$:
\begin{equation}
\Gamma=p\,|\!\uparrow\rangle\langle\uparrow\!|+(1-p)\,|\!\downarrow\rangle\langle\downarrow\!| ,\qquad
\mathrm{Tr}\,\Gamma\hat H=pE_H+(1-p)E_H=E_H .
\end{equation}
No ensemble with one electron on average does better. Any one-electron state has energy at least $E_H$. Admixing the bare proton (energy zero) and the two-electron ion in equal weights does not help, because electron repulsion is positive and the ion's energy therefore lies above $2E_H$. Higher ions are excluded likewise: with $N$ electrons the energy exceeds $NE_H$. Hence
\begin{equation}
e_{\rm exact}(p,1-p)=E_H,\qquad \Delta_{\rm exact}=0 .
\label{eq:const}
\end{equation}
This is the constancy condition: the exact energy does not depend on how the one electron is divided between the two spins.

The stretched molecule realizes this mixture. Its singlet has the spin state $(|\!\uparrow_A\downarrow_B\rangle-|\!\downarrow_A\uparrow_B\rangle)/\sqrt2$. Tracing out atom $B$ leaves atom $A$ up or down with probability $\frac12$ each, which is $\Gamma$ at $p=\frac12$. The molecule's energy tends to $2E_H$, in agreement with \eqref{eq:main} and \eqref{eq:const}. Equal spin densities are thus no defect of the restricted description; the defect lies in an approximate functional that assigns them too high an energy.

\section*{(f) Hartree--Fock: a solvable case}

\textbf{Question.} Keep the orbital $a=e^{-r}/\sqrt\pi$ fixed and find the Hartree--Fock energy for $p=(1+m)/2$, $q=(1-m)/2$. Then let the orbital exponent relax at $m=0$.

\textbf{Solution.} Let $U=\iint a^2(\mathbf r)a^2(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$. From \eqref{eq:E} and \eqref{eq:ex},
\begin{equation}
J+E_x=\tfrac12U(p+q)^2-\tfrac12U(p^2+q^2)=Upq=\tfrac14U(1-m^2).
\end{equation}
The potential $V$ of the charge density $a^2$ obeys $(rV)''=-4\pi r a^2=-4re^{-2r}$. The solution with $rV\to0$ at the origin and $rV\to1$ far away is $rV=1-(1+r)e^{-2r}$. Therefore
\begin{align}
U&=\int_0^\infty4r^2e^{-2r}V\,dr
=4\int_0^\infty re^{-2r}dr-4\int_0^\infty(r+r^2)e^{-4r}dr\notag\\
&=4\cdot\tfrac14-4\left(\tfrac1{16}+\tfrac1{32}\right)=\tfrac58 .
\end{align}
The kinetic and nuclear energies sum to $-\frac12$ for one electron, whatever its spin, so
\begin{equation}
E(m)=-\tfrac12+\tfrac5{32}(1-m^2).
\end{equation}
The exact result would be flat in $m$. Here the half-up and half-down electrons repel each other, although they represent one electron whose spin is undetermined. With this frozen orbital, $\Delta=2\cdot\frac5{32}=0.3125$ hartree.

The molecular wave function shows the same cost. At large $R$, with $\varphi=(a+b)/\sqrt2$,
\begin{equation}
\varphi(1)\varphi(2)=\tfrac12\left[a(1)a(2)+b(1)b(2)+a(1)b(2)+b(1)a(2)\right].
\end{equation}
The two ionic terms have total weight $\frac12$ and on-site repulsion $U$, which gives $U/2=0.3125$ hartree again.

For the exponent $\zeta$, kinetic energy scales as $\zeta^2$ and both Coulomb energies as $\zeta$:
\begin{equation}
e(\zeta)=\tfrac12\zeta^2-\zeta+\tfrac5{32}\zeta=\tfrac12\zeta^2-\tfrac{27}{32}\zeta .
\end{equation}
Setting $\zeta-\frac{27}{32}=0$ gives $\zeta=0.84375$ and $e=-\frac12(27/32)^2=-0.35596$ hartree. The orbital expands to reduce the spurious repulsion. Since the orbital form is restricted, this energy is an upper bound to the Hartree--Fock $e(\frac12,\frac12)$.

\section*{(g) Local exchange}

\textbf{Question.} How does local exchange change when a fixed one-electron density $n$ is split equally between the spins?

\textbf{Solution.} Local exchange for an unpolarized density is $E_x[n]=-C\int n^{4/3}d^3r$ with $C>0$. Exchange acts within each spin separately, which gives the spin-scaling relation
\begin{equation}
E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow].
\end{equation}
The polarized density gives $-\frac12C\,2^{4/3}\int n^{4/3}d^3r=-2^{1/3}C\int n^{4/3}d^3r$. The split density gives $-C\int n^{4/3}d^3r$. Hence
\begin{equation}
\frac{E_x[n/2,n/2]}{E_x[n,0]}=2^{-1/3}\approx0.794 .
\end{equation}
For the hydrogen density the values are $-0.2680$ and $-0.2127$ hartree, a loss of $0.0553$ hartree per atom. Exact exchange \eqref{eq:ex} loses half its magnitude instead: it goes from $-U/2$ to $-U/4$, a loss of $\frac5{32}=0.156$ hartree. At this fixed density, local exchange is therefore the less sensitive to the splitting of spin.

\section*{(h) Numbers for real hydrogen}

\textbf{Question.} Check \eqref{eq:main} for Hartree--Fock, SVWN, PBE and PBE0 (with $\alpha=1,0,0,\frac14$), and find $\Delta$.

\textbf{Solution.} The atom was solved self-consistently with fractional occupations, and the molecule separately with a doubly occupied gerade orbital at $R=50$ bohr. Both used twelve $s$ and two $p$ Gaussian shells per atom, and SVWN means Slater exchange with the VWN5 correlation fit. Energies are in hartree. At the basis-set limit the atomic energies lie $3$ to $4\times10^{-6}$ hartree lower, so their last digit is specific to this basis; the values of $\Delta$ do not change in the digits shown.

\begin{center}
\begin{tabular}{lrrrr}
Method & $e(1,0)$ & $e(\frac12,\frac12)$ & $E_R$ & $\Delta$\\
HF & $-0.499996$ & $-0.357707$ & $-0.725414$ & $0.2846$\\
SVWN & $-0.478667$ & $-0.445667$ & $-0.891334$ & $0.0660$\\
PBE & $-0.499986$ & $-0.458925$ & $-0.917849$ & $0.0821$\\
PBE0 & $-0.501318$ & $-0.436111$ & $-0.874722$ & $0.1304$
\end{tabular}
\end{center}

For PBE, twice the half-spin energy is $-0.917849$, equal to the molecular energy to the digits shown. For Hartree--Fock the difference is
\begin{equation}
-0.725414-2(-0.357707)=-0.010000=-\frac1{2\cdot50},
\end{equation}
which is the tail \eqref{eq:tail}. For PBE0 the difference is $-0.874722-2(-0.436111)=-0.002500$, a quarter as large, as \eqref{eq:tail} requires for $\alpha=\frac14$. Once it is allowed for, \eqref{eq:main} is met within about $10^{-7}$ hartree by all four methods in this basis. For Hartree--Fock the remainder falls as $R^{-4}$ and its size depends on the polarization functions: it is $-3\times10^{-7}$ hartree at $50$ bohr in aug-cc-pVTZ.

The errors follow from \eqref{eq:delta}. For PBE,
\begin{equation}
\Delta=2(-0.458925+0.499986)=0.0821\ \text{hartree}=2.23\ \text{eV}.
\end{equation}
The others are $7.74$ eV for Hartree--Fock, $1.80$ eV for SVWN and $3.55$ eV for PBE0. Hartree--Fock treats the polarized atom without error and has the largest $\Delta$ of the four. Accuracy for one ordinary electron is thus no guide to accuracy at fractional spin.

SVWN illustrates \eqref{eq:split}. With $E_H=-0.499996$ hartree in this basis, its total error is $-0.8913+1.0000=0.1087$ hartree. Of this, $0.0660$ is static correlation error and $0.0427$ is the one-electron error of the two atoms. With the RPA version of the VWN fit, which some codes also call SVWN, the two parts are $0.068$ and $0.007$ hartree: $\Delta$ hardly moves, while the one-electron error does.

Full configuration interaction in the same basis gives $-0.999991$ hartree at $R=50$ bohr, twice $E_H$ within $2\times10^{-6}$ hartree. Its spin-up density at a nucleus is $0.1536$ bohr$^{-3}$, half the atomic value $0.3072$ bohr$^{-3}$ in the same basis. Gaussians miss the nuclear cusp, and the exact atomic value is $1/\pi=0.3183$ bohr$^{-3}$; only the ratio matters here. The half-and-half spin densities of part (a) therefore occur together with the correct energy, as part (e) requires.

At $R=1.4$ bohr, restricted PBE lies only $0.005$ hartree above full configuration interaction in this basis; at $50$ bohr it lies $0.082$ hartree above. The first gap depends on the basis (it is $0.007$ hartree in cc-pVQZ) but stays about ten times smaller than the second. The large error belongs to the stretched bond.

\section*{(i) When the theorem fails}

\textbf{Question.} Fermi--Amaldi exchange, $E_{xc}=-J[n]/N$ with $N=\int n\,d^3r$, gives the correct energy for a single hydrogen atom. Does it obey \eqref{eq:main}?

\textbf{Solution.} For the half-spin atom $N=1$, so $E_{xc}=-J$ cancels the Hartree energy and $e(\frac12,\frac12)=E_H$. Formula \eqref{eq:main} would predict the limit $2E_H$.

For the molecule $N=2$ and $E_{xc}=-J/2$. In the restricted state $n_\sigma=n/2$, and \eqref{eq:ex} gives
\begin{equation}
E_x=-\frac12\cdot2\cdot\frac14\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=-\frac14\,(2J)=-\frac J2 .
\end{equation}
Fermi--Amaldi exchange is then identical to exact exchange, and the molecule follows the restricted Hartree--Fock curve. Its limit is $2(-0.3577)=-0.7154$ hartree, not $-1$ hartree.

The failure lies in assumption 1. The factor $1/N$ depends on the total electron number, so an atom's exchange energy changes when a second atom is present at any distance. Correct energies for isolated atoms do not make a functional additive, and without additivity the fractional-spin atom need not determine the dissociation limit.

\section*{Computed results}
\begin{verbatim}
Basis per atom: 12 s and 2 p shells; s exponents 0.030 to 285.8 bohr^-2
p exponents: 1.0 and 0.3 bohr^-2; H atom energy E_H = -0.499996 hartree
H2 total energies in hartree:
R/bohr   restricted HF   restricted PBE   full CI
   1.4       -1.133326        -1.166484   -1.171501
   5.0       -0.858716        -0.954267   -1.003369
  10.0       -0.767814        -0.918908   -0.999995
  20.0       -0.740422        -0.917846   -0.999991
  50.0       -0.725414        -0.917849   -0.999991
Atom and molecule at R = 50 bohr, energies in hartree:
method   e(1,0)      e(1/2,1/2)   2e(1/2,1/2)   E_R(H2)
HF      -0.499996   -0.357707     -0.715414     -0.725414
SVWN    -0.478667   -0.445667     -0.891334     -0.891334
PBE     -0.499986   -0.458925     -0.917849     -0.917849
PBE0    -0.501318   -0.436111     -0.872222     -0.874722
method   Delta/hartree   Delta/eV   one-electron error of 2 atoms/hartree
HF         0.284577      7.7437      0.000000
SVWN       0.066000      1.7959      0.042658
PBE        0.082122      2.2347      0.000020
PBE0       0.130414      3.5487     -0.002644
method   alpha   E_R + alpha/(2R) - 2e(1/2,1/2), hartree
HF       1.00      -1.1e-07
SVWN     0.00       5.4e-09
PBE      0.00       5.7e-09
PBE0     0.25      -2.2e-09
HF tail: R*[E_R - 2e(1/2,1/2)] = -0.5000 hartree bohr
Energy cost of moving 0.1 electron between half-spin atoms, hartree:
  HF 0.00228, SVWN 0.00406, PBE 0.00419, PBE0 0.00368
PBE kinetic energy: H2 0.89446, two half-spin atoms 0.89446 hartree
PBE xc energy: H2 -0.50271, two half-spin atoms -0.50271 hartree
Full-CI spin-up density at a nucleus, R = 50: 0.15361 bohr^-3
H atom density at the nucleus: 0.30721 bohr^-3
Frozen-orbital HF energy, m = 0, 0.5, 1: -0.34375, -0.38281, -0.50000 hartree
Relaxed exponential at m = 0: zeta = 0.84375 bohr^-1, energy = -0.355957 hartree
Local exchange of 1s density: polarized -0.26804, half-spin -0.21274 hartree
Ratio half-spin/polarized local exchange: 0.79370
H2 at R = 50: Hartree energy 0.53288, exact exchange -0.26644 hartree
\end{verbatim}
